# Why a polar skyrmion has a finite barrier to uniform polarization: a program that tests the result

```python
"""
Result under test: a polar skyrmion can be turned into uniform polarization at
finite energy, on paths where the polarization magnitude passes through zero.
For a fourth-order Landau energy with both end states stationary, the straight
path p = p_inf*z - a*v (a from 1 to 0) has the barrier
    (C4/3) (1-a_star)^3 (1+a_star),   a_star = (1 + 3 F_sk/C4)/2,
F_sk = skyrmion energy above the uniform state, C4 = quartic energy of v.
Symbols: p = P/P0; v = p_inf - p_z; q = azimuthal component of p; G gradient
stiffness; F0 well depth; KAPPA in-plane anisotropy; H layer thickness;
D spacer thickness on each side up to a plane of fixed potential.
Energies in eV, lengths in nm, fields inside the program in V/nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, solve
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import j0

G, F0, KAPPA = 0.30, 0.60, 0.30          # eV/nm, eV/nm^3, eV/nm^3
H, D = 8.0, 4.0                          # nm
EPS_FILM, EPS_SPACER = 10.0, 300.0
P0_MICRO = 60.0                          # microcoulomb per cm^2
P0 = P0_MICRO * 1e-2 / sc.e * 1e-18      # elementary charges per nm^2
COULOMB = sc.e / sc.epsilon_0 * 1e9      # V nm
MV_CM = 0.1                              # V/nm in one MV/cm
R_MAX = 15.0
TEMPERATURE = 300.0
KT = sc.k * TEMPERATURE / sc.e


def kernel(k, eps_spacer=EPS_SPACER, eps_inplane=EPS_FILM):
    """Electrostatic energy per area of a p_z wave of wavenumber k."""
    k = np.maximum(k, 1e-6)
    ratio = np.sqrt(eps_inplane / EPS_FILM)
    film = EPS_FILM * ratio / np.tanh(k * H / 2 * ratio)
    return COULOMB * P0**2 / (k * (eps_spacer / np.tanh(k * D) + film))


class RadialFilm:
    """Energy of a round texture; state = v at all nodes, q at nodes r>0."""

    def __init__(self, cells, field, eps_spacer=EPS_SPACER):
        self.n = cells
        dr = R_MAX / cells
        self.r = np.arange(cells) * dr
        self.w = 2 * np.pi * self.r * dr
        self.w[0] = np.pi * dr**2 / 6
        edge = 2 * np.pi * (self.r + dr / 2) / dr
        self.kz = (np.diag(edge + np.r_[0.0, edge[:-1]])
                   - np.diag(edge[:-1], 1) - np.diag(edge[:-1], -1))
        self.kq = self.kz[1:, 1:] + np.diag(self.w[1:] / self.r[1:]**2)
        x, wx = np.polynomial.legendre.leggauss(500)
        k, wk = 10 * (x + 1), 10 * wx
        waves = j0(np.outer(k, self.r)) * self.w
        weight = wk * k * kernel(k, eps_spacer) / (2 * np.pi)
        self.gain = (np.diag(kernel(0.0, eps_spacer) * self.w)
                     - waves.T @ (weight[:, None] * waves))
        self.set_field(field)

    def set_field(self, field):
        self.e = P0 * field
        self.p_inf = brentq(lambda p: 4 * F0 * (p * p - 1) * p - self.e, 1, 2)

    def split(self, x):
        v, q = x[:self.n], np.r_[0.0, x[self.n:]]
        pz = self.p_inf - v
        return v, q, pz, pz**2 + q**2 - 1

    def energy(self, x):
        v, q, pz, s = self.split(x)
        s_inf = self.p_inf**2 - 1
        local = F0 * (s**2 - s_inf**2) + KAPPA * q**2 + self.e * v
        grad = G / 2 * (v @ self.kz @ v + q[1:] @ self.kq @ q[1:])
        return H * (grad + self.w @ local) - v @ self.gain @ v

    def gradient(self, x):
        v, q, pz, s = self.split(x)
        gv = H * (G * self.kz @ v + self.w * (self.e - 4 * F0 * s * pz))
        gq = H * (G * self.kq @ q[1:]
                  + (self.w * (4 * F0 * s + 2 * KAPPA) * q)[1:])
        return np.r_[gv - 2 * self.gain @ v, gq]

    def hessian(self, x):
        v, q, pz, s = self.split(x)
        n, w = self.n, self.w
        out = np.zeros((2 * n - 1, 2 * n - 1))
        out[:n, :n] = H * (G * self.kz + np.diag(
            w * (4 * F0 * s + 8 * F0 * pz**2))) - 2 * self.gain
        out[n:, n:] = H * (G * self.kq + np.diag(
            (w * (4 * F0 * s + 8 * F0 * q**2 + 2 * KAPPA))[1:]))
        i = np.arange(1, n)
        cross = -8 * F0 * H * (w * pz * q)[1:]
        out[i, n + i - 1] = cross
        out[n + i - 1, i] = cross
        return out

    def relax(self, x):
        x = minimize(self.energy, x, jac=self.gradient, hess=self.hessian,
                     method="trust-exact",
                     options=dict(gtol=1e-4, max_trust_radius=5.0,
                                  maxiter=300)).x
        if x[0] > 1:
            for _ in range(5):
                x = x - solve(self.hessian(x), self.gradient(x))
        return x

    def profiles(self, x):
        v, q, _, _ = self.split(x)
        nodes = np.r_[self.r, R_MAX]
        fv, fq = CubicSpline(nodes, np.r_[v, 0]), CubicSpline(nodes, np.r_[q, 0])
        return (lambda r: fv(np.minimum(r, R_MAX)),
                lambda r: fq(np.minimum(r, R_MAX)))

    def sample(self, fv, fq, shift=0.0):
        """State whose profile is moved inward by shift."""
        r = self.r
        return np.r_[fv(r + shift), fq(r[1:] + shift) * r[1:] / (r[1:] + shift)]

    def radius(self, x):
        fv, _ = self.profiles(x)
        return brentq(lambda r: self.p_inf - fv(r), 0.05, 0.9 * R_MAX)


def path_barriers(film, x):
    """Straight-path maximum and shrinking-path maximum above the start."""
    start = film.energy(x)
    top = minimize_scalar(lambda a: -film.energy(a * x), bounds=(0.05, 0.95),
                          method="bounded", options=dict(xatol=1e-8))
    fv, fq = film.profiles(x)
    shifts = np.linspace(0, R_MAX, 751)
    curve = np.array([film.energy(film.sample(fv, fq, s)) for s in shifts])
    best = curve.argmax()
    return -top.fun - start, top.x, curve[best] - start, shifts[best]


# ---- electrostatic kernel against a finite-difference Poisson solution ----
def poisson_energy(k, eps_inplane):
    dz = 0.02
    count = int(round((H + 2 * D) / dz))
    mid = (np.arange(count) + 0.5) * dz - (H / 2 + D)
    inside = np.abs(mid) < H / 2
    ez = np.where(inside, EPS_FILM, EPS_SPACER)
    ex = np.where(inside, eps_inplane, EPS_SPACER)
    main = (ez[:-1] + ez[1:]) / dz + k**2 * dz * (ex[:-1] + ex[1:]) / 2
    matrix = (np.diag(main) - np.diag(ez[1:-1] / dz, 1)
              - np.diag(ez[1:-1] / dz, -1))
    charge = np.zeros(count - 1)
    charge[int(round(D / dz)) - 1] = -P0
    charge[int(round((D + H) / dz)) - 1] = P0
    return 0.5 * charge @ np.linalg.solve(matrix, COULOMB * charge)


eps_soft = EPS_FILM + COULOMB * P0**2 / (2 * KAPPA)
for k_test in (0.1, 0.7):
    for eps_x in (EPS_FILM, eps_soft):
        direct = poisson_energy(k_test, eps_x)
        assert abs(direct / kernel(k_test, eps_inplane=eps_x) - 1) < 2e-3

# ---- fixed-length texture: gradient energy does not depend on its size ----
rigid = []
for size in (0.5, 3.0):
    def angle(r):
        return 2 * np.arctan2(size, r)

    def density(r):
        step = 1e-4 * (r + size)
        slope = (angle(r + step) - angle(r - step)) / (2 * step)
        return 2 * np.pi * r * G / 2 * (slope**2 + (np.sin(angle(r)) / r)**2)
    rigid.append(quad(density, 0, size)[0] + quad(density, size, np.inf)[0])
assert np.allclose(rigid, 4 * np.pi * G, rtol=1e-4)

# ---- raise the bias field until the skyrmion collapses --------------------
scan = RadialFilm(120, 0.14 * MV_CM)
wall = (scan.r - 5.0) / 0.7
state = np.r_[1 - np.tanh(wall), 0.7 / np.cosh(wall[1:])]
last_field = collapse_field = None
for field in np.arange(0.14, 0.90, 0.02):
    scan.set_field(field * MV_CM)
    trial = scan.relax(state)
    if trial[0] < 1:
        collapse_field = field
        break
    last_field, state = field, trial
assert last_field is not None and collapse_field is not None
work_field = round(0.85 * last_field, 2)
scan.set_field(work_field * MV_CM)
state = scan.relax(state)
seed = scan.profiles(state)

# ---- stationary skyrmion at the working field -----------------------------
film = RadialFilm(300, work_field * MV_CM)
sky = film.relax(film.sample(*seed))
v, q, pz, _ = film.split(sky)
assert np.linalg.norm(film.gradient(sky)) < 1e-6
assert v[0] > 1
masses = np.diag(H * np.r_[film.w, film.w[1:]])
softest = eigh(film.hessian(sky), masses, eigvals_only=True,
               subset_by_index=[0, 0])[0]
assert softest > 0
R = film.radius(sky)
assert np.all(q[(film.r > 0) & (film.r < 1.5 * R)] > 0)
f_sky = film.energy(sky)

# nonlocal matrix against the closed transform of a Gaussian
width = 1.5
bump = np.exp(-film.r**2 / (2 * width**2))
reference = quad(lambda k: k / (2 * np.pi) * (kernel(0.0) - kernel(k))
                 * (2 * np.pi * width**2)**2 * np.exp(-(k * width)**2), 0, 8)[0]
assert abs(bump @ film.gain @ bump / reference - 1) < 2e-3

# ---- straight path: numerical maximum against the closed barrier ----------
straight, a_top, shrink, shift_top = path_barriers(film, sky)
c4 = H * F0 * film.w @ (v**2 + q**2)**2
a_star = (1 + 3 * f_sky / c4) / 2
closed = c4 / 3 * (1 - a_star)**3 * (1 + a_star)
assert 0 < a_star < 1
assert abs(a_top - a_star) < 1e-4
assert abs(straight / closed - 1) < 1e-6
assert straight < c4 / 3
assert 0 < shrink < straight

# ---- finite barriers survive refinement of the grid -----------------------
coarse = RadialFilm(200, work_field * MV_CM)
sky_coarse = coarse.relax(coarse.sample(*seed))
straight_c, _, shrink_c, _ = path_barriers(coarse, sky_coarse)
# second-order differences; the soft radius amplifies their small error
assert abs(straight_c / straight - 1) < 0.05
assert abs(shrink_c / shrink - 1) < 0.05

# ---- plane calculation: Fourier energy and winding number -----------------
points, dx = 300, 0.1
axis = (np.arange(points) - (points - 1) / 2) * dx
X, Y = np.meshgrid(axis, axis, indexing="ij")
freq = 2 * np.pi * np.fft.fftfreq(points, dx)
K2 = freq[:, None]**2 + freq[None, :]**2


def plane_fields(x, stretch=1.0):
    """Area-preserving stretch that keeps the in-plane field divergence-free."""
    fv, fq = film.profiles(x)
    xs, ys = X / stretch, Y * stretch
    r = np.hypot(xs, ys)
    return fv(r), -fq(r) * ys / r * stretch, fq(r) * xs / r / stretch


def plane_energy(x, stretch=1.0):
    vz, px, py = plane_fields(x, stretch)
    area = (points * dx)**2
    power = [np.abs(np.fft.fft2(c) * dx**2)**2 / area for c in (vz, px, py)]
    s = (film.p_inf - vz)**2 + px**2 + py**2 - 1
    local = (F0 * (s**2 - (film.p_inf**2 - 1)**2)
             + KAPPA * (px**2 + py**2) + film.e * vz)
    nonlocal_gain = np.sum((kernel(0.0) - kernel(np.sqrt(K2))) * power[0])
    return (H * (G / 2 * np.sum(K2 * sum(power)) + local.sum() * dx**2)
            - nonlocal_gain)


def winding(x):
    vz, px, py = plane_fields(x)
    n = np.stack([px, py, film.p_inf - vz], axis=-1)
    n /= np.linalg.norm(n, axis=-1, keepdims=True)
    a, b, c, d = n[:-1, :-1], n[1:, :-1], n[1:, 1:], n[:-1, 1:]
    total = 0.0
    for n1, n2, n3 in ((a, b, c), (a, c, d)):
        triple = np.sum(n1 * np.cross(n2, n3), axis=-1)
        dots = np.sum(n1 * n2 + n2 * n3 + n3 * n1, axis=-1)
        total += np.sum(2 * np.arctan2(triple, 1 + dots))
    return total / (4 * np.pi)


gain_energy = v @ film.gain @ v
f_plane = plane_energy(sky)
assert abs(f_plane - f_sky) < 0.01 * gain_energy
ellipse_cost = plane_energy(sky, 1.1) - f_plane

a_zero = film.p_inf / v[0]
fv, fq = film.profiles(sky)
q_start = winding(sky)
q_before, q_after = winding((a_zero + 0.1) * sky), winding((a_zero - 0.1) * sky)
q_shrink_before = winding(film.sample(fv, fq, R - 0.5))
q_shrink_after = winding(film.sample(fv, fq, R + 0.5))
assert np.allclose([q_start, q_before, q_shrink_before], -1, atol=1e-3)
assert np.allclose([q_after, q_shrink_after], 0, atol=1e-3)
f_at_zero = film.energy(a_zero * sky) - f_sky
f_shrink_zero = film.energy(film.sample(fv, fq, R)) - f_sky

# ---- sizes of neglected effects -------------------------------------------
spacer_field = kernel(0.0) * film.p_inf / P0 / D / MV_CM
kk = np.linspace(1e-4, 15, 3000)
vk = j0(np.outer(kk, film.r)) @ (film.w * v)
neel = np.trapezoid(kk / (2 * np.pi) * vk**2 * (
    kernel(kk) - kernel(kk, eps_inplane=eps_soft)), kk) if hasattr(
    np, "trapezoid") else np.trapz(kk / (2 * np.pi) * vk**2 * (
        kernel(kk) - kernel(kk, eps_inplane=eps_soft)), kk)
weak = RadialFilm(200, work_field * MV_CM, 0.9 * EPS_SPACER)
sky_weak = weak.relax(weak.sample(*seed))
assert sky_weak[0] > 1
straight_w, _, shrink_w, _ = path_barriers(weak, sky_weak)
cell_cost = F0 * 0.4**3

print(f"gradient stiffness G = {G:.2f} eV/nm")
print(f"well depth f0 = {F0:.2f} eV/nm^3")
print(f"in-plane anisotropy kappa = {KAPPA:.2f} eV/nm^3")
print(f"layer thickness h = {H:.1f} nm")
print(f"half-spacer thickness d = {D:.1f} nm")
print(f"film background permittivity = {EPS_FILM:.0f}")
print(f"spacer permittivity = {EPS_SPACER:.0f}")
print(f"P0 = {P0_MICRO:.0f} uC/cm^2")
print(f"u(0) = {kernel(0.0):.3f} eV/nm^2")
print(f"last scanned field with skyrmion = {last_field:.2f} MV/cm")
print(f"first scanned field without it = {collapse_field:.2f} MV/cm")
print(f"working field = {work_field:.2f} MV/cm")
print(f"uniform p_inf = {film.p_inf:.4f}")
print(f"skyrmion core p_z(0) = {pz[0]:.4f}")
print(f"skyrmion radius R (p_z = 0) = {R:.2f} nm")
print(f"largest azimuthal p_phi = {q.max():.3f}")
print(f"skyrmion energy above uniform F_sk = {f_sky:.2f} eV")
print(f"same energy, plane Fourier method = {f_plane:.2f} eV")
print(f"softest round-mode curvature = {softest:.4f} eV/nm^3")
print(f"quartic integral C4 = {c4:.1f} eV")
print(f"bound C4/3 = {c4 / 3:.1f} eV")
print(f"a_star = {a_star:.4f}")
print(f"straight barrier, closed formula = {closed:.2f} eV")
print(f"straight barrier, numerical = {straight:.2f} eV")
print(f"a where |P| = 0 at the core = {a_zero:.4f}")
print(f"energy above start at that point = {f_at_zero:.2f} eV")
print(f"winding number at start = {q_start:.4f}")
print(f"winding before zero, straight path = {q_before:.4f}")
print(f"winding after zero, straight path = {abs(q_after):.4f}")
print(f"shrinking-path barrier = {shrink:.2f} eV")
print(f"shift at its maximum = {shift_top:.2f} nm")
print(f"energy above start at shift R = {f_shrink_zero:.2f} eV")
print(f"winding before zero, shrinking path = {q_shrink_before:.4f}")
print(f"winding after zero, shrinking path = {abs(q_shrink_after):.4f}")
print(f"coarser grid: straight barrier = {straight_c:.2f} eV")
print(f"coarser grid: shrinking barrier = {shrink_c:.2f} eV")
print(f"fixed-length energy, R=0.5 nm, times h = {H * rigid[0]:.2f} eV")
print(f"fixed-length energy, R=3.0 nm, times h = {H * rigid[1]:.2f} eV")
print(f"temperature = {TEMPERATURE:.0f} K")
print(f"thermal energy kT = {KT:.4f} eV")
print(f"shrinking barrier / kT = {shrink / KT:.0f}")
print(f"f0 times one 0.4 nm cube = {cell_cost:.4f} eV")
print(f"spacer field, uniform state = {spacer_field:.2f} MV/cm")
print(f"Neel tilt energy, linear estimate = {neel:.1f} eV")
print(f"energy change, 10% elliptic stretch = {ellipse_cost:.2f} eV")
print(f"spacer permittivity -10%: R = {weak.radius(sky_weak):.2f} nm")
print(f"spacer permittivity -10%: straight = {straight_w:.2f} eV")
print(f"spacer permittivity -10%: shrinking = {shrink_w:.2f} eV")
print("all tests passed")
```

Output:

```
gradient stiffness G = 0.30 eV/nm
well depth f0 = 0.60 eV/nm^3
in-plane anisotropy kappa = 0.30 eV/nm^3
layer thickness h = 8.0 nm
half-spacer thickness d = 4.0 nm
film background permittivity = 10
spacer permittivity = 300
P0 = 60 uC/cm^2
u(0) = 3.274 eV/nm^2
last scanned field with skyrmion = 0.50 MV/cm
first scanned field without it = 0.52 MV/cm
working field = 0.42 MV/cm
uniform p_inf = 1.0313
skyrmion core p_z(0) = -1.1096
skyrmion radius R (p_z = 0) = 3.05 nm
largest azimuthal p_phi = 0.491
skyrmion energy above uniform F_sk = 20.50 eV
same energy, plane Fourier method = 20.56 eV
softest round-mode curvature = 0.0215 eV/nm^3
quartic integral C4 = 2276.0 eV
bound C4/3 = 758.7 eV
a_star = 0.5135
straight barrier, closed formula = 132.21 eV
straight barrier, numerical = 132.21 eV
a where |P| = 0 at the core = 0.4817
energy above start at that point = 131.06 eV
winding number at start = -1.0000
winding before zero, straight path = -1.0000
winding after zero, straight path = 0.0000
shrinking-path barrier = 8.47 eV
shift at its maximum = 1.70 nm
energy above start at shift R = -15.82 eV
winding before zero, shrinking path = -1.0000
winding after zero, shrinking path = 0.0000
coarser grid: straight barrier = 132.49 eV
coarser grid: shrinking barrier = 8.51 eV
fixed-length energy, R=0.5 nm, times h = 30.16 eV
fixed-length energy, R=3.0 nm, times h = 30.16 eV
temperature = 300 K
thermal energy kT = 0.0259 eV
shrinking barrier / kT = 328
f0 times one 0.4 nm cube = 0.0384 eV
spacer field, uniform state = 2.25 MV/cm
Neel tilt energy, linear estimate = 24.1 eV
energy change, 10% elliptic stretch = 1.21 eV
spacer permittivity -10%: R = 3.77 nm
spacer permittivity -10%: straight = 230.91 eV
spacer permittivity -10%: shrinking = 29.01 eV
all tests passed
```
